# Electron temperature of a heated copper island below one kelvin: verification in Python

```python
"""Electron temperature of a heated metal island at low temperature.

Result under test: P = S V (Te^5 - T0^5), hence
    Te = (T0^5 + P/(S V))^(1/5).
P  : power absorbed by the electrons (W)
S  : electron-phonon coupling (W m^-3 K^-5)
V  : island volume (m^3)
Te : electron temperature (K);  T0 : lattice temperature (K)
The fifth power is tested by integrating phonon emission minus absorption
over electron and phonon energies. Neglected effects are sized as well.
"""
import numpy as np
from scipy.constants import k, hbar, e, m_e, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, zeta

# Posed data
P, V, S, T0 = 1e-12, 1e-20, 2e9, 0.1
# Rough typical values for a small copper island on a hard crystal
length, width, thickness = 1000e-9, 200e-9, 50e-9
density = 8.5e28                  # conduction electrons per m^3
c_long, c_trans = 4800.0, 2300.0  # sound speeds in the island, m/s
sub_long, sub_trans = 9000.0, 5500.0  # sound speeds in the substrate, m/s
free_path = 30e-9                 # electron mean free path, m
T_match = 0.3                     # K, where alternative power laws agree
assert np.isclose(length * width * thickness, V, rtol=1e-12)


def electron_temperature(power=P, coupling=S, lattice=T0):
    return (lattice**5 + power / (coupling * V))**0.2


Te = electron_temperature()

# Angular factor: average over directions of delta(E(k+q)-E(k)-w) = 1/(2vq).
# Units: Fermi momentum, Fermi velocity and electron mass equal to one.
cosines = np.linspace(-1, 1, 400001)
broadening = 1e-4
for q in (0.004, 0.01, 0.03):
    mismatch = q * cosines + q**2 / 2 - 0.0015 * q
    delta = np.exp(-0.5 * (mismatch / broadening)**2)
    delta /= broadening * np.sqrt(2 * pi)
    assert np.isclose(delta.mean(), 1 / (2 * q), rtol=1e-3)


# Net emitted power from the definition; all energies are in kelvin.
def net_emission(T_el, T_ph):
    nodes, weights = np.polynomial.legendre.leggauss(200)
    top = 45 * max(T_el, T_ph)
    total = 0.0
    for w, weight in zip(top * (nodes + 1) / 2, top * weights / 2):
        E = np.linspace(-w - 40 * T_el, 40 * T_el, 3001)
        N = 1 / np.expm1(w / T_ph)
        emit = expit(-(E + w) / T_el) * expit(E / T_el) * (N + 1)
        absorb = expit(-E / T_el) * expit((E + w) / T_el) * N
        total += weight * w**3 * np.sum(emit - absorb) * (E[1] - E[0])
    return total


for hot, cold in ((0.55, 0.1), (0.6, 0.5), (0.3, 0.45)):
    law = 24 * zeta(5) * (hot**5 - cold**5)
    assert np.isclose(net_emission(hot, cold), law, rtol=1e-5)

# Free-electron heat capacity, thermal conductance and relaxation time
k_F = (3 * pi**2 * density)**(1 / 3)
E_F = (hbar * k_F)**2 / (2 * m_e)
states = 3 * density / (2 * E_F)  # per joule and m^3, both spins
sommerfeld = quad(lambda x: x**2 / (4 * np.cosh(x / 2)**2), -60, 60,
                  points=[0])[0]
assert np.isclose(sommerfeld, pi**2 / 3, rtol=1e-8)
gamma = pi**2 / 3 * states * k**2
C = gamma * V * Te
G = 5 * S * V * Te**4
tau = C / G


def heating_rate(t, T):  # time is measured in units of tau
    return tau * (P - S * V * (T**5 - T0**5)) / (gamma * V * T)


warm = solve_ivp(heating_rate, (0, 40), [T0], rtol=1e-10, atol=1e-12)
assert warm.success and np.isclose(warm.y[0, -1], Te, rtol=1e-7)
small = 1e-4 * Te
decay = solve_ivp(heating_rate, (0, 1), [Te + small],
                  rtol=1e-10, atol=1e-13)
assert np.isclose((decay.y[0, -1] - Te) / small, np.exp(-1), rtol=2e-3)

# Sensitivity to power, by finite difference of the numerical balance
def balance_root(power):
    return brentq(lambda T: S * V * (T**5 - T0**5) / P - power / P,
                  T0, 2, xtol=1e-14)


step = 1e-4
slope = (np.log(balance_root(P * (1 + step)))
         - np.log(balance_root(P * (1 - step)))) / (2 * step)
sensitivity = (1 - (T0 / Te)**5) / 5
assert np.isclose(slope, sensitivity, rtol=1e-5)

# Lattice heating: substrate black-body flux bounds boundary conductance
def phonon_flux(T, speed):
    return pi**2 * (k * T)**4 / (120 * hbar**3 * speed**2)


bose3 = quad(lambda x: x**3 / np.expm1(x), 0, 60)[0]
energy_density = (k * Te)**4 * bose3 / (2 * pi**2 * hbar**3 * sub_trans**3)
assert np.isclose(sub_trans * energy_density / 4,
                  phonon_flux(Te, sub_trans), rtol=1e-7)
boundary = phonon_flux(1, sub_long) + 2 * phonon_flux(1, sub_trans)
T_lattice = (T0**4 + P / (boundary * length * width))**0.25
Te_warm_lattice = electron_temperature(lattice=T_lattice)

# One perfectly matched photon channel
bose1 = quad(lambda x: x / np.expm1(x), 0, 60)[0]
photon_coeff = pi * k**2 / (12 * hbar)
assert np.isclose(k**2 * bose1 / (2 * pi * hbar), photon_coeff, rtol=1e-7)
photon_power = photon_coeff * (Te**2 - T0**2)
Te_photon = brentq(lambda T: (S * V * (T**5 - T0**5)
                  + photon_coeff * (T**2 - T0**2)) / P - 1, T0, 2)

# Normal lead: resistance at which its heat leak is one percent of P
lorenz = pi**2 / 3 * (k / e)**2
R_lead = lorenz * (Te**2 - T0**2) / (2 * 0.01 * P)
wire = solve_ivp(lambda x, T: -0.01 * P * R_lead / (lorenz * T),
                 (0, 1), [Te], rtol=1e-10, atol=1e-12)
assert wire.success and np.isclose(wire.y[0, -1], T0, rtol=1e-5)

# Dominant phonon and alternative power laws
peak = minimize_scalar(lambda x: -x**4 / np.expm1(x),
                       bounds=(1, 8), method="bounded").x
omega = peak * k * Te / hbar
wave_long, wave_trans = (2 * pi * c / omega for c in (c_long, c_trans))


def other_law(power):
    return (T0**power + P / (S * V) * T_match**(power - 5))**(1 / power)


spacing = 1 / (states * V)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Absorbed power P", P * 1e12, "pW")
show("Island volume V", V, "m3")
show("Coupling S", S, "W/(m3 K5)")
show("Lattice temperature T0", T0, "K")
show("Product S V", S * V * 1e12, "pW/K5")
show("P/(S V)", P / (S * V), "K5")
show("T0^5", T0**5, "K5")
show("Te^5", Te**5, "K5", 5)
show("Electron temperature Te", Te, "K", 5)
show("Thermal energy k Te", k * Te / e * 1e6, "micro-eV")
show("Te if T0 were zero", electron_temperature(lattice=0), "K", 6)
show("Te with T0 = 0.1 K, more digits", Te, "K", 6)
show("Sensitivity d ln Te / d ln P", sensitivity, "", 5)
show("Te for S 20% lower", electron_temperature(coupling=0.8 * S), "K")
show("Te for S 20% higher", electron_temperature(coupling=1.2 * S), "K")
show("Thermal conductance G", G * 1e12, "pW/K")
show("Electron density (rough)", density, "1/m3")
show("Fermi energy, free electrons", E_F / e, "eV", 3)
show("Heat-capacity coefficient gamma", gamma, "J/(m3 K2)", 3)
show("Heat capacity C", C, "J/K", 3)
show("Relaxation time C/G", tau * 1e9, "ns", 3)
show("Island length (rough)", length * 1e9, "nm")
show("Island width (rough)", width * 1e9, "nm")
show("Island thickness (rough)", thickness * 1e9, "nm")
show("Substrate longitudinal speed (rough)", sub_long, "m/s")
show("Substrate transverse speed (rough)", sub_trans, "m/s")
show("Upper bound, boundary coefficient", boundary, "W/(m2 K4)", 3)
show("Least island phonon temperature", T_lattice, "K", 3)
show("Te with that phonon temperature", Te_warm_lattice, "K", 3)
show("Change of Te", 100 * (Te_warm_lattice / Te - 1), "%", 2)
show("Largest one-channel photon power", photon_power * 1e12, "pW", 3)
show("Te with that photon channel", Te_photon, "K", 3)
show("Change of Te, photon channel", 100 * (Te_photon / Te - 1), "%", 2)
show("Lead resistance for 1% heat leak", R_lead / 1e3, "kohm", 3)
show("Peak of emitted spectrum, hbar w/(k Te)", peak, "", 3)
show("Longitudinal sound speed (rough)", c_long, "m/s")
show("Transverse sound speed (rough)", c_trans, "m/s")
show("Longitudinal phonon wavelength", wave_long * 1e9, "nm", 3)
show("Transverse phonon wavelength", wave_trans * 1e9, "nm", 3)
show("Electron mean free path (rough)", free_path * 1e9, "nm")
show("q times free path, longitudinal", 2*pi*free_path/wave_long, "", 2)
show("q times free path, transverse", 2*pi*free_path/wave_trans, "", 2)
show("Matching temperature of other laws", T_match, "K")
show("Te for fourth-power law", other_law(4), "K", 3)
show("Te for sixth-power law", other_law(6), "K", 3)
show("Level spacing / (k Te)", spacing / (k * Te), "", 2)
print("all good")
```

Running it gives:

```
Absorbed power P: 1 pW
Island volume V: 1e-20 m3
Coupling S: 2e+09 W/(m3 K5)
Lattice temperature T0: 0.1 K
Product S V: 20 pW/K5
P/(S V): 0.05 K5
T0^5: 1e-05 K5
Te^5: 0.05001 K5
Electron temperature Te: 0.5493 K
Thermal energy k Te: 47.34 micro-eV
Te if T0 were zero: 0.54928 K
Te with T0 = 0.1 K, more digits: 0.549302 K
Sensitivity d ln Te / d ln P: 0.19996
Te for S 20% lower: 0.5744 K
Te for S 20% higher: 0.5296 K
Thermal conductance G: 9.104 pW/K
Electron density (rough): 8.5e+28 1/m3
Fermi energy, free electrons: 7.05 eV
Heat-capacity coefficient gamma: 70.8 J/(m3 K2)
Heat capacity C: 3.89e-19 J/K
Relaxation time C/G: 42.7 ns
Island length (rough): 1000 nm
Island width (rough): 200 nm
Island thickness (rough): 50 nm
Substrate longitudinal speed (rough): 9000 m/s
Substrate transverse speed (rough): 5500 m/s
Upper bound, boundary coefficient: 200 W/(m2 K4)
Least island phonon temperature: 0.398 K
Te with that phonon temperature: 0.57 K
Change of Te: 3.7 %
Largest one-channel photon power: 0.138 pW
Te with that photon channel: 0.534 K
Change of Te, photon channel: -2.8 %
Lead resistance for 1% heat leak: 356 kohm
Peak of emitted spectrum, hbar w/(k Te): 3.92
Longitudinal sound speed (rough): 4800 m/s
Transverse sound speed (rough): 2300 m/s
Longitudinal phonon wavelength: 107 nm
Transverse phonon wavelength: 51.3 nm
Electron mean free path (rough): 30 nm
q times free path, longitudinal: 1.8
q times free path, transverse: 3.7
Matching temperature of other laws: 0.3 K
Te for fourth-power law: 0.639 K
Te for sixth-power law: 0.497 K
Level spacing / (k Te): 0.00012
all good
```
